# The Gaussian nucleus: its potential and its nuclear-attraction integrals

## Definitions and conventions

Hartree atomic units are used: the electron has charge \(-1\), and charges \(q_1,q_2\) at distance \(d\) have energy \(q_1q_2/d\). Lengths are in bohr and Gaussian exponents in bohr\(^{-2}\).

A nucleus of charge \(Z\) is fixed at \(\mathbf C\). The unit Gaussian density of exponent \(\xi>0\) is

\[
g_\xi(\mathbf u)=\left(\frac{\xi}{\pi}\right)^{3/2}e^{-\xi|\mathbf u|^2},
\]

and the nuclear charge density is taken to be \(\rho(\mathbf r)=Z\,g_\xi(\mathbf r-\mathbf C)\). This is a model: a static, spherical charge cloud that acts on the electron through the Coulomb force alone. The root-mean-square charge radius is \(r_{\rm rms}\).

The error function and its complement are

\[
\operatorname{erf}(x)=\frac{2}{\sqrt\pi}\int_0^x e^{-t^2}dt,\qquad \operatorname{erfc}(x)=1-\operatorname{erf}(x).
\]

Basis functions \(\mu,\nu\) are real and square-integrable. Two-electron integrals are written in charge-density order, with the functions of each coordinate standing together:

\[
(\mu\nu|\kappa\lambda)=\iint\frac{\mu(\mathbf r)\nu(\mathbf r)\,\kappa(\mathbf r')\lambda(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
\]

## Theorem

**(a)** The density \(\rho\) has total charge \(Z\), and it has the radius \(r_{\rm rms}\) if and only if \(\xi=3/(2r_{\rm rms}^2)\).

**(b)** An electron at distance \(r\) from \(\mathbf C\) has the potential energy

\[
V(r)=-\frac{Z\operatorname{erf}(\sqrt\xi\,r)}{r},\qquad V(0)=-2Z\sqrt{\frac{\xi}{\pi}} .
\]

**(c)** For all basis functions as defined above,

\[
\langle\mu|V|\nu\rangle=-Z\,(\mu\nu|ss),\qquad s(\mathbf r)=\left(\frac{\xi}{\pi}\right)^{3/4}e^{-\xi|\mathbf r-\mathbf C|^2/2}.
\]

The function \(s\) is a normalized s Gaussian whose exponent is \(\xi/2\).

## Proof of (a): charge and radius

Start from the Gaussian integral \(\int_0^\infty e^{-\xi r^2}dr=\tfrac12\sqrt\pi\,\xi^{-1/2}\). Each application of \(-d/d\xi\) brings down a factor \(r^2\) on the left, so

\[
\int_0^\infty r^2e^{-\xi r^2}dr=\frac{\sqrt\pi}{4}\,\xi^{-3/2},\qquad
\int_0^\infty r^4e^{-\xi r^2}dr=\frac{3\sqrt\pi}{8}\,\xi^{-5/2}. \tag{1}
\]

A spherical shell has volume \(4\pi r^2dr\), and \(4\pi(\xi/\pi)^{3/2}=4\xi^{3/2}/\sqrt\pi\). Therefore

\[
\int g_\xi\,d^3r=\frac{4\xi^{3/2}}{\sqrt\pi}\cdot\frac{\sqrt\pi}{4\xi^{3/2}}=1,\qquad
\langle r^2\rangle=\frac{4\xi^{3/2}}{\sqrt\pi}\cdot\frac{3\sqrt\pi}{8\xi^{5/2}}=\frac{3}{2\xi}.
\]

Setting \(\langle r^2\rangle=r_{\rm rms}^2\) and solving for \(\xi\) gives (a). A small nucleus has a large \(\xi\). \(\square\)

## Lemma 1: the potential of a spherical density

*Put \(\mathbf C\) at the origin. The electrostatic potential of a spherical density \(\rho(s)\) at radius \(r\) is*

\[
\Phi(r)=\frac{4\pi}{r}\int_0^r s^2\rho(s)\,ds+4\pi\int_r^\infty s\,\rho(s)\,ds. \tag{2}
\]

*Proof.* Take a source point at radius \(s\) whose direction makes an angle with cosine \(u\) to the field point. Their distance is \(\sqrt{r^2+s^2-2rsu}\). Integrating its inverse over the directions of the source gives

\[
2\pi\int_{-1}^{1}\frac{du}{\sqrt{r^2+s^2-2rsu}}
=\frac{2\pi}{rs}\Big[(r+s)-|r-s|\Big]=\frac{4\pi}{\max(r,s)},
\]

because \(-\sqrt{r^2+s^2-2rsu}/(rs)\) is an antiderivative in \(u\). The bracket equals \(2s\) for \(s<r\) and \(2r\) for \(s>r\). Multiplying by \(s^2\rho(s)\,ds\) and splitting the radial integral at \(s=r\) gives (2). \(\square\)

The first term of (2) is the enclosed charge \(Q(r)\) divided by \(r\). In the second term each outer shell contributes its charge divided by its own radius.

## Proof of (b): the error-function potential

For the enclosed charge, integrate by parts, writing \(s^2e^{-\xi s^2}=s\cdot se^{-\xi s^2}\) and using \(-e^{-\xi s^2}/(2\xi)\) as the antiderivative of \(se^{-\xi s^2}\):

\[
\int_0^r s^2e^{-\xi s^2}ds=-\frac{r\,e^{-\xi r^2}}{2\xi}+\frac1{2\xi}\int_0^re^{-\xi s^2}ds
=-\frac{r\,e^{-\xi r^2}}{2\xi}+\frac{\sqrt\pi}{4\xi^{3/2}}\operatorname{erf}(\sqrt\xi\,r).
\]

The last step substitutes \(t=\sqrt\xi\,s\). Multiplication by \(4\pi Z(\xi/\pi)^{3/2}=4Z\xi^{3/2}/\sqrt\pi\) gives

\[
Q(r)=Z\left[\operatorname{erf}(\sqrt\xi\,r)-2\sqrt{\frac\xi\pi}\;r\,e^{-\xi r^2}\right]. \tag{3}
\]

The outer shells contribute

\[
\frac{4Z\xi^{3/2}}{\sqrt\pi}\int_r^\infty s\,e^{-\xi s^2}ds
=\frac{4Z\xi^{3/2}}{\sqrt\pi}\cdot\frac{e^{-\xi r^2}}{2\xi}
=2Z\sqrt{\frac\xi\pi}\;e^{-\xi r^2}. \tag{4}
\]

In \(Q(r)/r\) the exponential term is \(-2Z\sqrt{\xi/\pi}\,e^{-\xi r^2}\), which cancels (4). What remains is \(\Phi(r)=Z\operatorname{erf}(\sqrt\xi\,r)/r\). The electron's charge is \(-1\), so \(V=-\Phi\).

For the value at the centre, expand the integrand of the error function as \(e^{-t^2}=1-t^2+\dots\), which gives \(\operatorname{erf}(x)=\frac{2}{\sqrt\pi}(x-\frac{x^3}{3}+\dots)\). Then

\[
V(r)=-2Z\sqrt{\frac\xi\pi}\left(1-\frac{\xi r^2}{3}+\dots\right), \tag{5}
\]

whose value at \(r=0\) is the one stated. \(\square\)

**Remark 1 (inside and outside).** By (5) the potential is finite and parabolic near the centre, so the force on the electron vanishes at the centre and grows linearly with \(r\) at small distances. A point nucleus would give \(-Z/r\), which diverges. Far outside, the difference from a point charge is governed by \(\operatorname{erfc}(x)\) with \(x=\sqrt\xi\,r\). Since \(t/x\ge1\) on the integration range,

\[
\operatorname{erfc}(x)=\frac2{\sqrt\pi}\int_x^\infty e^{-t^2}dt\le\frac2{\sqrt\pi}\int_x^\infty\frac tx\,e^{-t^2}dt=\frac{e^{-x^2}}{x\sqrt\pi}.
\]

The potential therefore approaches \(-Z/r\) with a Gaussian-small relative error.

**Remark 2 (Poisson's equation).** For a spherical function, \(\nabla^2\Phi=(r\Phi)''/r\). Here \(r\Phi=Z\operatorname{erf}(\sqrt\xi\,r)\), so \((r\Phi)'=2Z\sqrt{\xi/\pi}\,e^{-\xi r^2}\) and \((r\Phi)''=-4Z\xi^{3/2}\pi^{-1/2}\,r\,e^{-\xi r^2}\). Division by \(r\) gives \(-4\pi Z(\xi/\pi)^{3/2}e^{-\xi r^2}=-4\pi\rho\), as required.

## Proof of (c): the nuclear-attraction integral

By definition the potential energy is the Coulomb integral over the nuclear charge,

\[
V(\mathbf r)=-Z\int\frac{g_\xi(\mathbf r'-\mathbf C)}{|\mathbf r-\mathbf r'|}\,d^3r'.
\]

Insert this into the matrix element:

\[
\langle\mu|V|\nu\rangle=-Z\int\mu(\mathbf r)\nu(\mathbf r)\left[\int\frac{g_\xi(\mathbf r'-\mathbf C)}{|\mathbf r-\mathbf r'|}d^3r'\right]d^3r. \tag{6}
\]

The repeated integral may be treated as one double integral if it converges absolutely. It does. The bracket is positive and, because \(\operatorname{erf}(x)\le2x/\sqrt\pi\), no larger than \(2\sqrt{\xi/\pi}\). The integral of \(|\mu\nu|\) is finite by the Cauchy–Schwarz inequality, since \(\mu\) and \(\nu\) are square-integrable.

It remains to write the nuclear density as a product of two orbitals. Squaring \(s\) doubles its exponent and squares its prefactor:

\[
s(\mathbf r')^2=\left(\frac\xi\pi\right)^{3/2}e^{-\xi|\mathbf r'-\mathbf C|^2}=g_\xi(\mathbf r'-\mathbf C).
\]

By (a) this integrates to one, so \(s\) is normalized. Substitution into (6) gives \(-Z(\mu\nu|ss)\). \(\square\)

**Remark 3 (what the s function is).** The function \(s\) describes the nucleus. It is not added to the orbital basis, and no second electron is present. The integral is of two-electron type because a Coulomb integral between two charge densities does not depend on what carries the charge. The sign and the factor \(Z\) have to be supplied separately: \((\mu\nu|ss)\) is the repulsion between \(\mu\nu\) and a unit density of the same sign.

One may also use \(g_\xi\) itself as a single s-type function of exponent \(\xi\), in a three-index integral. Its prefactor is then \((\xi/\pi)^{3/2}\), which gives it unit integral rather than unit norm. For several nuclei the contributions add, each with its own \(Z\), \(\xi\) and centre.

**Remark 4 (angular momentum and relativistic integrals).** The proof used no property of \(\mu\) and \(\nu\) beyond square integrability. They may have any angular momentum and any centres, while the nuclear factor remains an s function. If their first derivatives are square-integrable too, (c) applies to those derivatives. Some scalar-relativistic schemes use the matrix of \(\mathbf p\cdot V\mathbf p\) with \(\mathbf p=-i\nabla\). Moving the left \(\mathbf p\) onto \(\mu\) gives the factor \((-i)^*(-i)=1\), so

\[
\langle\mu|\mathbf p\cdot V\mathbf p|\nu\rangle=\sum_{k=x,y,z}\langle\partial_k\mu|V|\partial_k\nu\rangle=-Z\sum_{k=x,y,z}(\partial_k\mu\,\partial_k\nu|ss).
\]

## Lemma 2: two Gaussians combined

*For exponents \(a,b>0\) and centres \(\mathbf A,\mathbf B\), let \(p=a+b\) and \(\mathbf P=(a\mathbf A+b\mathbf B)/p\). Then*

\[
a|\mathbf r-\mathbf A|^2+b|\mathbf r-\mathbf B|^2=p|\mathbf r-\mathbf P|^2+\frac{ab}{p}|\mathbf A-\mathbf B|^2. \tag{7}
\]

*Proof.* The terms quadratic and linear in \(\mathbf r\) agree by the definitions of \(p\) and \(\mathbf P\). The constant left over is

\[
aA^2+bB^2-\frac{|a\mathbf A+b\mathbf B|^2}{p}=\frac{ab\,(A^2+B^2-2\mathbf A\cdot\mathbf B)}{p},
\]

since \(a(a+b)-a^2=ab\), and likewise for \(b\). \(\square\)

## Corollary: closed form for two s functions

*Let \(\mu=N_ae^{-a|\mathbf r-\mathbf A|^2}\) and \(\nu=N_be^{-b|\mathbf r-\mathbf B|^2}\), with \(N_a=(2a/\pi)^{3/4}\) and \(N_b\) likewise. With \(K=N_aN_be^{-ab|\mathbf A-\mathbf B|^2/p}\) and \(R=|\mathbf P-\mathbf C|\),*

\[
\langle\mu|V|\nu\rangle=-Z\,K\left(\frac\pi p\right)^{3/2}\frac{\operatorname{erf}(\sqrt\eta\,R)}{R},\qquad \eta=\frac{p\,\xi}{p+\xi}. \tag{8}
\]

*Proof.* By (7), \(\mu\nu=Ke^{-p|\mathbf r-\mathbf P|^2}=K(\pi/p)^{3/2}g_p(\mathbf r-\mathbf P)\). By (c) we need

\[
J=\iint\frac{g_p(\mathbf r-\mathbf P)\,g_\xi(\mathbf r'-\mathbf C)}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
\]

Replace \(\mathbf r'\) by the variable \(\mathbf w=\mathbf r-\mathbf r'\). Then \(J=\int h(\mathbf w)|\mathbf w|^{-1}d^3w\), where

\[
h(\mathbf w)=\int g_p(\mathbf r-\mathbf P)\,g_\xi(\mathbf r-\mathbf w-\mathbf C)\,d^3r.
\]

Use (7) again, now with exponents \(p,\xi\) and centres \(\mathbf P,\mathbf C+\mathbf w\). The integral over \(\mathbf r\) gives \((\pi/(p+\xi))^{3/2}\), so

\[
h(\mathbf w)=\left(\frac{p\,\xi}{\pi^2}\cdot\frac{\pi}{p+\xi}\right)^{3/2}e^{-\eta|\mathbf w-(\mathbf P-\mathbf C)|^2}=g_\eta\big(\mathbf w-(\mathbf P-\mathbf C)\big).
\]

Thus \(J\) is the potential at the origin of a unit Gaussian charge centred a distance \(R\) away. By (b) it equals \(\operatorname{erf}(\sqrt\eta\,R)/R\). \(\square\)

Since \(1/\eta=1/p+1/\xi\), the squared widths of the electron and nuclear distributions add. A point nucleus is the limit \(\xi\to\infty\), in which \(\eta\to p\). At \(R=0\) the last factor of (8) becomes \(2\sqrt{\eta/\pi}\), as in (5).

## Proposition: the size effect for a small nucleus

*Let \(D=\mu\nu\) be smooth near \(\mathbf C\) and vary little across the nucleus. The finite-nucleus element minus the point-nucleus element is then*

\[
\Delta_{\mu\nu}=\frac{\pi Z}{\xi}\left[D(\mathbf C)+\frac{\nabla^2D(\mathbf C)}{8\xi}+\dots\right],\qquad \frac{\pi Z}\xi=\frac{2\pi}{3}Z\,r_{\rm rms}^2. \tag{9}
\]

*Proof.* The two potentials differ by \(-Z\operatorname{erf}(\sqrt\xi\,r)/r+Z/r=Z\operatorname{erfc}(\sqrt\xi\,r)/r\), with \(r\) measured from \(\mathbf C\). This difference is confined to the neighbourhood of the nucleus, so \(D\) can be expanded there. On averaging over directions the linear term vanishes. In the quadratic term \(x_ix_j\) averages to \(\delta_{ij}r^2/3\), which leaves \(D(\mathbf C)+\tfrac16r^2\nabla^2D(\mathbf C)\).

The radial integrals follow by parts. The derivative of \(\operatorname{erfc}(\sqrt\xi\,r)\) is \(-2\sqrt{\xi/\pi}\,e^{-\xi r^2}\), the boundary terms vanish, and (1) supplies the rest:

\[
\int_0^\infty r\operatorname{erfc}(\sqrt\xi\,r)\,dr=\sqrt{\frac\xi\pi}\int_0^\infty r^2e^{-\xi r^2}dr=\frac1{4\xi},
\]

\[
\int_0^\infty r^3\operatorname{erfc}(\sqrt\xi\,r)\,dr=\frac12\sqrt{\frac\xi\pi}\int_0^\infty r^4e^{-\xi r^2}dr=\frac{3}{16\xi^2}.
\]

Multiplying the first by \(4\pi Z\) gives \(\pi Z/\xi\). Multiplying the second by \(4\pi Z/6\) gives \(\pi Z/(8\xi^2)\). \(\square\)

For a diagonal element \(D=\mu^2\ge0\), so \(\Delta\) cannot be negative: spreading the nuclear charge weakens the attraction. An off-diagonal element can shift either way. The leading term of (9), the contact estimate, fails when \(D\) changes appreciably within the nucleus. It vanishes when \(D(\mathbf C)=0\); the second term then leads provided \(\nabla^2D(\mathbf C)\neq0\). This is the case for two parallel p functions centred on the nucleus, where \(D\propto x^2\) near \(\mathbf C\) (with \(x\) measured from \(\mathbf C\)). For \(p_x\) and \(p_y\) on the nucleus, \(D\) is odd in \(x\) and \(\Delta\) vanishes exactly. For two d functions on the nucleus, \(D\) is of fourth order in the coordinates and both displayed terms vanish.

## Worked example

**An oversized nucleus.** The numerical check takes \(Z=1\) and \(\xi=3\), so \(r_{\rm rms}=\sqrt{1.5/3}=0.7071\) bohr. This size is unphysical and makes the finite extent plainly visible. The centres, in bohr, are \(\mathbf A=(0,0,0)\), \(\mathbf B=(0,0.4,1.4)\) and \(\mathbf C=(0.7,-0.3,0.5)\). For s functions with \(a=0.8\) and \(b=0.5\),

\[
p=1.3,\qquad \eta=\frac{1.3\times3}{4.3}=0.9070,\qquad R=0.8351,\qquad K=0.13307.
\]

With \((\pi/p)^{3/2}=3.757\) and \(\operatorname{erf}(\sqrt\eta\,R)=\operatorname{erf}(0.7953)=0.7393\), equation (8) gives

\[
\langle s_A|V|s_B\rangle=-0.13307\times3.757\times\frac{0.7393}{0.8351}\approx-0.443\ \text{hartree}.
\]

Three-dimensional quadrature of the potential in (b) and the two-electron integral in (c) both give \(-0.44254414\) hartree. A point nucleus would give \(-0.49197\) hartree.

For a p function on \(\mathbf A\) and a d function on \(\mathbf B\) (normalized \(p_z\) of exponent 0.7 and \(d_{z^2}\) of exponent 0.9), quadrature and two-electron integral again agree, at \(0.07012027\) hartree, against \(0.05562\) hartree for a point nucleus. Over all 100 elements among the s, p and d functions, the largest deviation between the two routes is \(4\times10^{-14}\) hartree.

**A heavy nucleus.** Now take the round parameters \(Z=80\) and \(r_{\rm rms}=5.5\) fm \(=1.03935\times10^{-4}\) bohr. Then

\[
\xi=\frac{3}{2(1.03935\times10^{-4})^2}=1.3886\times10^8\ \text{bohr}^{-2},
\]

and the nuclear s function has exponent \(\xi/2=6.943\times10^7\) bohr\(^{-2}\). The central potential energy is

\[
V(0)=-160\sqrt{\frac{1.3886\times10^8}{\pi}}=-1.0637\times10^6\ \text{hartree}=-28.95\ \text{MeV}.
\]

At \(r=r_{\rm rms}\) we have \(\sqrt\xi\,r=\sqrt{3/2}\), for every Gaussian nucleus. The enclosed fraction of the charge is 0.608, yet \(V\) is 0.917 of the point-nucleus value; the outer shells supply the difference, as in (4). At \(2r_{\rm rms}\) the ratio of potentials is 0.9995. These interior values belong to the Gaussian shape and are not fixed by \(r_{\rm rms}\) alone. A uniform sphere with the same \(Z\) and \(r_{\rm rms}\) has radius \(R_0=\sqrt{5/3}\,r_{\rm rms}\); for it (2) gives \(V(0)=-3Z/(2R_0)=-24.3\) MeV, and the fraction of charge inside \(r_{\rm rms}\) is \((3/5)^{3/2}=0.465\). The value \(-28.95\) MeV is therefore a property of the model and should not be read as the central depth in a real heavy nucleus.

Next, place a normalized s Gaussian of exponent \(a\) on this nucleus. Then \(p=2a\), \(R=0\) and \(K(\pi/p)^{3/2}=1\), so (8) becomes \(-2Z\sqrt{\eta/\pi}\). Since \(D(\mathbf C)=(2a/\pi)^{3/2}\), the contact estimate is \(\pi Z(2a/\pi)^{3/2}/\xi\). The energies below are in hartree.

| \(a\) (bohr\(^{-2}\)) | point nucleus | shift \(\Delta\) | contact estimate |
|---|---|---|---|
| \(10^2\) | \(-1.2766\times10^3\) | \(9.194\times10^{-4}\) | \(9.194\times10^{-4}\) |
| \(10^4\) | \(-1.2766\times10^4\) | \(0.9193\) | \(0.9194\) |
| \(10^6\) | \(-1.2766\times10^5\) | \(909.6\) | \(919.4\) |
| \(10^8\) | \(-1.2766\times10^6\) | \(4.594\times10^5\) | \(9.194\times10^5\) |

Relative to the point value, the shift grows from \(7\times10^{-7}\) at \(a=10^2\) to 36% at \(a=10^8\). These are nuclear-attraction energies of single basis functions, not shifts of atomic energy levels.

The departure from the contact estimate follows from (9). For \(D\propto e^{-pr^2}\) the Laplacian at the centre is \(-6pD\), so the relative correction is \(-6p/(8\xi)=-3p/(4\xi)\). At \(a=10^6\) this is \(-0.75\times2\times10^6/(1.3886\times10^8)=-1.1\%\), in agreement with the table. At \(a=10^8\), \(p\) exceeds \(\xi\), the expansion is no longer usable, and the contact estimate is too large by a factor of 2.0.

As \(a\to\infty\), \(\eta\to\xi\) and the finite-nucleus element tends to \(V(0)\), whereas the point-nucleus element diverges as \(-\sqrt a\). Since \(\operatorname{erf}(x)\le2x/\sqrt\pi\), we have \(V(r)\ge V(0)\) everywhere, so \(\langle\mu|V|\mu\rangle\ge V(0)\) for every normalized \(\mu\). The finite nucleus thus puts a lower bound on the attraction energy, which steep s functions on the nucleus approach from above.

## Computed values

```
Heavy nucleus: Z = 80, r_rms = 5.5 fm = 1.039349e-04 bohr
xi = 1.388571e+08 bohr^-2; nuclear s exponent xi/2 = 6.942856e+07 bohr^-2
Quadrature: charge/Z = 1.0000000000, rms radius = 5.50000000 fm
V(0) formula = -1.063724e+06 hartree = -28.9454 MeV
V(0) from Coulomb integral = -1.063724e+06 hartree
r/r_rms | V formula, hartree | V Coulomb integral, hartree | V/V_point | enclosed charge/Z
1 | -7.056226e+05 | -7.056226e+05 | 0.916735 | 0.608375
2 | -3.846514e+05 | -3.846514e+05 | 0.999468 | 0.992617
3 | -2.565707e+05 | -2.565707e+05 | 1.000000 | 0.999994
Swollen nucleus: Z = 1, xi = 3.0 bohr^-2, r_rms = 0.707107 bohr
Centres in bohr: A = [0.0, 0.0, 0.0], B = [0.0, 0.4, 1.4], C = [0.7, -0.3, 0.5]
Exponents in bohr^-2: s_A 0.8, p_A 0.7, s_B 0.5, d_B 0.9
s_A s_B: p = 1.3000 bohr^-2, eta = 0.906977 bohr^-2, R = 0.835138 bohr, K = 0.133067 bohr^-3
Element | quadrature | -(mu nu|ss) | point nucleus (hartree)
s_A s_B | -0.44254414 | -0.44254414 | -0.49197221
pz_A dz2_B | 0.07012027 | 0.07012027 | 0.05561642
s_A s_B closed form = -0.44254414 hartree
Largest deviation, quadrature against two-electron integrals, all 10x10 elements: 3.6e-14 hartree
Contact formula, xi = 1e+03 bohr^-2: relative error 1.35e-03
Contact formula, xi = 1e+04 bohr^-2: relative error 1.35e-04
Normalized s Gaussians on the heavy nucleus (Z = 80), energies in hartree
exponent, bohr^-2 | point | finite, -Z(aa|ss) | finite - point | contact estimate
1e+02 | -1.276615e+03 | -1.276614e+03 | 9.1937e-04 | 9.1937e-04
1e+04 | -1.276615e+04 | -1.276523e+04 | 9.1927e-01 | 9.1937e-01
1e+06 | -1.276615e+05 | -1.267520e+05 | 9.0956e+02 | 9.1937e+02
1e+08 | -1.276615e+06 | -8.172140e+05 | 4.5940e+05 | 9.1937e+05
```
